\section*{Why rotation-equivariant models give zero polarization for perfect cubic hafnia}

\section{Definitions and conventions}

A periodic structure $S$ consists of a lattice, the species of the atoms and their positions. A model $f$ assigns to it one polarization vector $f(S)$. The model is deterministic: the same input gives the same output. For every proper rotation $R$ it is equivariant,
\begin{equation}
f(RS)=R\,f(S),
\label{eq:equiv}
\end{equation}
where $RS$ has both its lattice and its atomic positions rotated. The output is also unchanged by a translation of the crystal, by relabelling identical atoms, and by another choice of vectors for the same lattice. Finally, $S$ is the whole input: there is no field, substrate, random number or preferred laboratory axis.

Spontaneous polarization here means the change of polarization from the centrosymmetric cubic reference along the direct path of small atomic shifts, at zero macroscopic electric field. Naming the path makes the value single: a longer oxygen path to the same crystal can give a different change. The cubic cell has edge $a$, volume $V=a^3$, four Hf and eight O atoms. With integers $n_i$, the sites are
\begin{align}
\text{Hf:}&\quad \tfrac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even},\\
\text{O:}&\quad \tfrac a4(2n_1+1,\,2n_2+1,\,2n_3+1).
\end{align}

``Unstable toward polar distortions'' needs care. It can mean that the energy curves downward along a uniform shift of the oxygen atoms. It can also mean that another distortion grows first and then makes the polar shift favourable. For hafnia, calculations commonly find the leading harmonic instability in a nonpolar oxygen mode, which points to the second route. Both are treated below.

\section{The contribution of symmetry}

Rotate the crystal about an Hf atom by an operation that permutes the cube axes and changes some of their signs. Such an operation preserves the parity of $n_1+n_2+n_3$, so it carries Hf sites to Hf sites. It turns a triple of odd integers into another such triple, so it carries O sites to O sites. There are $3!\times2^3=48$ of these operations, and the half with determinant $+1$, namely 24, are proper rotations. For each of them $RS$ is the same crystal with its atoms relabelled, and therefore
\begin{equation}
f(RS)=f(S).
\label{eq:same}
\end{equation}
Combining this with equation~\eqref{eq:equiv} gives
\begin{equation}
R\,f(S)=f(S)
\label{eq:fixed}
\end{equation}
for all 24 rotations. Two of them suffice. Write $f=(f_x,f_y,f_z)$. Half-turns about $z$ and $x$ require
\begin{align}
(-f_x,-f_y,f_z)&=(f_x,f_y,f_z)\quad\Rightarrow\quad f_x=f_y=0,\\
(f_x,-f_y,-f_z)&=(f_x,f_y,f_z)\quad\Rightarrow\quad f_z=0.
\end{align}
Hence $f(S)=0$. Neither inversion nor any property of the energy was used, and no training data or weights can alter the result while the assumptions hold.

The same reasoning gives a rule for other structures: the output must lie in the space of vectors left fixed by the structure's own rotations. Consider an antiparallel pattern in which the oxygen atoms move along $z$ by
\begin{equation}
\delta z=U_0\,q\,(-1)^{n_1+n_2},
\end{equation}
with $U_0$ a unit of length. A half-turn about $z$ sends $n_1\to-n_1-1$ and $n_2\to-n_2-1$, which keeps the sign factor, and it leaves $\delta z$ unchanged. A half-turn about $x$ sends $n_2\to-n_2-1$ and keeps $n_1$. The sign factor at the new site is reversed, but so is the rotated displacement. Both half-turns therefore survive, and this tetragonal structure also has $f=0$.

Now add a uniform oxygen shift $U_0s$ along $z$. The half-turn about $x$ reverses this shift without changing the site pattern to match, and is lost. Rotations about $z$ remain, so a vector along $z$ is allowed. It is allowed, not compelled: a model with particular weights may still return zero.

Matching atoms numerically gave 24, 8 and 4 proper rotations for the cubic, tetragonal and polar cells, with fixed spaces of dimension 0, 0 and 1. Forty nonlinear equivariant models with random weights were then evaluated. Their largest output was $1.2\times10^{-16}$ for the cubic cell and $7.0\times10^{-16}$ for the tetragonal cell, in model units. For the polar cell the median was 0.34 and the smallest value $9.5\times10^{-5}$. The small value is compatible with the rule, since one signed component can pass near zero as the weights vary, yet it stands far above rounding error.

\section{The contribution of the energy curvature}

Let $E(\mathbf u)$ be the energy when all oxygen atoms are shifted by $\mathbf u$ relative to Hf. Energy is a scalar, so $E(R\mathbf u)=E(\mathbf u)$ for the 24 rotations. Expand a smooth energy about the cubic point:
\begin{equation}
E(\mathbf u)=E_0+\mathbf g\cdot\mathbf u+\tfrac12\mathbf u^{\mathsf T}H\mathbf u+\dots
\end{equation}
Invariance of the linear term requires $R\mathbf g=\mathbf g$, so $\mathbf g=0$ by the argument just given. Invariance of the quadratic term requires $RHR^{\mathsf T}=H$. The half-turn about $z$ reverses $H_{xz}$ and $H_{yz}$, which must vanish; the half-turn about $x$ removes $H_{xy}$. A threefold rotation permutes the axes cyclically and makes the diagonal elements equal. Thus
\begin{equation}
\mathbf g=0,\qquad H=\lambda\,\mathbf 1 .
\label{eq:curv}
\end{equation}

Symmetry does not choose the sign of $\lambda$: if $E$ is an invariant function, so is $-E$. The cubic crystal may be a minimum or an unstable stationary point, and in either case there is no first-order force toward one polar direction. An instability says that leaving the cubic point lowers the energy. It does not say which of several equivalent directions to take, and a nonzero vector output would have to name one.

In the 40 random models, 22 had positive and 18 negative curvature. The largest slope was $2.0\times10^{-12}$ model units per nm. The largest departure of $H$ from a multiple of the unit matrix was $4.7\times10^{-9}$, against a largest curvature of about $4\times10^3$, both in model units per nm$^2$.

\section{The contribution of a seed}

Take a hafnia-like cell with rough round parameters: $a=0.51$ nm, $U_0=0.02$ nm, and effective charges $+5e$ for Hf and $-2.5e$ for O. Let the vectors $\mathbf s$ and $\mathbf q$ hold the uniform and antiparallel oxygen shifts along the three axes, in units of $U_0$. A reduced energy per 12-atom cell, measured from the cubic point, is
\begin{equation}
\begin{split}
E={}&Ks^2+Bs^4-Mq^2+Nq^4\\
&-G\sum_i s_i^2q_i^2+J\sum_{i<j}q_i^2q_j^2 .
\end{split}
\label{eq:energy}
\end{equation}
Here $s=|\mathbf s|$, $q=|\mathbf q|$, and $(K,B,M,N,G,J)=(0.6,0.9,1.8,2.1,2.4,2.0)$ eV. This is a model energy, not a first-principles surface for hafnia. In the real material further nonpolar modes take part in forming the polar phase, and the tetragonal phase need not be unstable toward a polar shift.

At the cubic point the curvature along $\mathbf s$ is $2K=1.2$ eV, so the polar shift is stable there. Along $\mathbf q$ it is $-2M=-3.6$ eV, so the nonpolar shift is unstable. With $\mathbf s=0$ and $\mathbf q$ along $z$, stationarity gives
\begin{align}
-2Mq+4Nq^3&=0\quad\Rightarrow\quad q^2=\frac{M}{2N}=0.429,\\
E_{\rm tet}&=-\frac{M^2}{4N}=-0.386\ \text{eV}.
\end{align}
The curvature along $s_z$ has now become
\begin{equation}
2(K-Gq^2)=2(0.6-1.029)=-0.857\ \text{eV}.
\end{equation}
The nonpolar distortion has made the polar one unstable. When both components along $z$ are nonzero, dividing the two stationarity conditions by $2s$ and $2q$ gives
\begin{align}
K+2Bs^2-Gq^2&=0,\\
-M+2Nq^2-Gs^2&=0.
\end{align}
They are solved by $s^2=q^2=1$, since $0.6+1.8-2.4=0$ and $-1.8+4.2-2.4=0$. The energy there is $0.6+0.9-1.8+2.1-2.4=-0.600$ eV.

The antiparallel shifts cancel in the dipole, four against four. The uniform shift gives
\begin{equation}
P_z=\frac{8(-2.5e)U_0s_z}{V}
=-\frac{0.4\,e\,\text{nm}}{0.1327\,\text{nm}^3}\,s_z .
\label{eq:pol}
\end{equation}
Since $1\,e/\text{nm}^2=16.02\ \mu\text{C/cm}^2$, this is $-48.3\,s_z\ \mu\text{C/cm}^2$. The minus sign arises because oxygen is negative. At the well, $P_s=48.3\ \mu\text{C/cm}^2$.

Steepest descent from the perfect cubic point stays there, because every component of the gradient vanishes. A seed of $10^{-6}$ in $q_z$ alone leads to the tetragonal point, with $P=0$. Seeds of $+10^{-6}$ and $-10^{-6}$ in $s_z$, each combined with $+10^{-6}$ in $q_z$, lead to $P_z=-48.3$ and $+48.3\ \mu\text{C/cm}^2$. In this indirect route the nonpolar seed selects the axis, and the sign of the polar seed selects the direction along it; the energy supplies the amplification.

Two different maps must be kept apart. The polarization of a given structure, equation~\eqref{eq:pol}, goes smoothly to zero with the shift. The map from a seed to the relaxed polarization has no limit at the cubic point, since opposite seeds give opposite finite answers however small they are within this descent. Its value at the symmetric point itself is still zero.

The direct route changes $K$ to $-0.6$ eV, with the other coefficients fixed. The cubic curvature along $\mathbf s$ is then $-1.2$ eV. If $\mathbf q$ is held at zero by starting there,
\begin{equation}
K+2Bs^2=0\quad\Rightarrow\quad s^2=\frac{0.6}{1.8}=\frac13,
\end{equation}
and a polar seed relaxes to $|P|=27.9\ \mu\text{C/cm}^2$. This point remains unstable toward $\mathbf q$, so it is a restricted solution and not the ground state. It shows that a directly unstable polar mode needs a seed as well.

\section{The contribution of training and random sampling}

Suppose the model is asked to predict the relaxed polarization from the perfect cubic structure. The training answers are the six vectors $\mathbf P_k$ of length $P_s$ along $\pm x,\pm y,\pm z$, with equal weights. For a single prediction $\mathbf p$, the mean squared error is
\begin{align}
L(\mathbf p)&=\frac16\sum_{k=1}^6|\mathbf P_k-\mathbf p|^2\\
&=P_s^2-2\mathbf p\cdot\frac16\sum_k\mathbf P_k+|\mathbf p|^2
=P_s^2+|\mathbf p|^2,
\end{align}
because opposite vectors cancel in the sum. The minimum is at $\mathbf p=0$, with root-mean-square error $P_s=48.3\ \mu\text{C/cm}^2$. Zero is the best single vector under this loss, but it describes none of the six wells.

A finite data set need not be balanced. All 200 random small seeds relaxed to one of the six polarizations, and their mean had magnitude $2.80\ \mu\text{C/cm}^2$. For independent, equally likely wells, the mean square of the sample average is $P_s^2/200$, so its expected scale is $48.3/\sqrt{200}=3.4\ \mu\text{C/cm}^2$. The residue is sampling noise. An unconstrained model could learn it as a false preferred direction; an equivariant one cannot express it for the cubic input.

Useful information about the wells can still be predicted. The magnitude $P_s$ is a scalar and is not forced to zero. The second moment is also allowed: each axis carries two of the six wells, so
\begin{equation}
\frac16\sum_k\mathbf P_k\mathbf P_k^{\mathsf T}=\frac{P_s^2}{3}\,\mathbf 1 .
\end{equation}
A stochastic model may return individual wells. Symmetry then constrains its probability distribution, which must be unchanged by the 24 rotations. Its mean is zero while each sample can have length $P_s$.

\section{The contribution of an additional direction}

An electric field $\boldsymbol{\mathcal E}$ changes the input. Equivariance now reads $f(RS,R\boldsymbol{\mathcal E})=Rf(S,\boldsymbol{\mathcal E})$, and a cubic rotation that turns the field no longer restores the input. A vector along a field applied on a cube axis is allowed.

For the indirect case with $\mathbf q$ held at zero, take $1$ MV/cm $=0.1$ V/nm along $z$. The cell dipole is $-0.4\,s_z\,e$ nm, so the field energy $-p_z\mathcal E$ is $+0.04\,s_z$ eV. To leading order,
\begin{equation}
2Ks_z+0.04=0\quad\Rightarrow\quad s_z=-\frac{0.04}{1.2}=-0.033 .
\end{equation}
Equation~\eqref{eq:pol} gives $P_z=1.61\ \mu\text{C/cm}^2$, in agreement with relaxation of the full energy. This is an induced ionic polarization, without the electronic response, and not a spontaneous one.

A fixed axis hidden inside the model acts similarly. When the random models were given a laboratory $x$ axis, their cubic outputs had a median of 0.84 and a minimum of $7.3\times10^{-3}$ model units. Those models violate equation~\eqref{eq:equiv} when the structure alone is rotated.

\section{A multivalued polarization is a different output}

The bulk polarization of a periodic crystal is defined up to $e\mathbf R/\Omega$, where $\mathbf R$ is a lattice vector and $\Omega$ the primitive-cell volume. Symmetry must preserve this whole class of values, and a symmetric class need not contain zero.

With formal charges Hf$^{4+}$ and O$^{2-}$, and Hf at the origin, the fluorite dipole per primitive cell is
\begin{equation}
-2e\left(\tfrac14+\tfrac34\right)a(1,1,1)=-2e\,a(1,1,1).
\end{equation}
The three primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$ add to $a(1,1,1)$. The dipole is therefore $(-2,-2,-2)$ in lattice units, and its class contains zero. This particular branch nevertheless has components of $-493\ \mu\text{C/cm}^2$. Used as a vector label for cubic hafnia, it would contradict equivariance; the change from the cubic reference removes the problem.

Zinc-blende InP shows the other possibility. With In$^{3+}$ at the origin and P$^{3-}$ at $\frac a4(1,1,1)$, the dipole is $-\frac{3ea}{4}(1,1,1)$, or $(-0.75,-0.75,-0.75)$ in lattice units. No lattice vector brings it to zero. A half-turn about $z$ changes it by $\frac{3ea}{2}(1,1,0)$, which is $e$ times a lattice vector, so the class is preserved. The zero theorem concerns a single-valued vector and does not extend to such a class.

\section{Weighing the effects in a memory capacitor}

For the example, symmetry alone contributes zero and a selected well contributes $48.3\ \mu\text{C/cm}^2$. The response of the cubic cell to 1 MV/cm, with $\mathbf q$ held at zero, is about 3\% of the well value. Thermal motion within a well is larger than that response in one cell. At $s=q=1$, the second derivatives along the polar axis are
\begin{align}
E_{ss}&=2K+12B-2G=7.2\ \text{eV},\\
E_{qq}&=-2M+12N-2G=16.8\ \text{eV},\\
E_{sq}&=-4G=-9.6\ \text{eV}.
\end{align}
In the classical harmonic approximation the variance of $s_z$ is $k_BT$ times the $ss$ element of the inverse matrix:
\begin{equation}
\langle\delta s_z^2\rangle=0.0259\,\frac{16.8}{7.2\times16.8-9.6^2}=0.0151 .
\end{equation}
Its square root, 0.123, corresponds to $5.9\ \mu\text{C/cm}^2$ at 300 K; zero-point motion raises this to 6.5 in the same harmonic approximation. Anharmonicity raises the classical spread to roughly 7 to 8 and lowers the thermal mean within a well from 48 to about $43\ \mu\text{C/cm}^2$.

The barrier for reversal through the tetragonal point is $0.600-0.386=0.214$ eV per cell, or $8.3\,k_BT$. At a rough attempt rate of $10^{13}$ s$^{-1}$, one isolated cell hops in about 0.4 ns, and the softer modes at the tetragonal point can shorten this more than tenfold. A long single-cell simulation can therefore average toward zero although it starts in a polar well. A 5 nm cube contains 942 cells, and its coherent barrier is 202 eV. That number does not describe switching by nucleation or domain-wall motion, which the model omits. The estimated tunnelling crossover for the cell is 53 K, so thermal hopping dominates this path at 300 K. The vibrational quanta in the well are nevertheless 1.3 to $5.4\,k_BT$, and their zero-point energy raises the harmonic hopping rate about sixfold above the classical one.

The zero-field condition matters more. With a background permittivity of 25, an unscreened uniform film polarized along its normal would have a depolarizing field $P_s/(25\varepsilon_0)=21.8$ MV/cm, about 5.5 times a rough breakdown field of 4 MV/cm. Such a state would not persist. Without screening, the depolarizing energy adds $P_z^2V/(2\times25\,\varepsilon_0)=0.437\,s_z^2$ eV to equation~\eqref{eq:energy}, which raises $K$ to $K'=1.037$ eV for a shift along the film normal. Eliminating $q^2$ from the two stationarity conditions then requires $K'-GM/(2N)+[2B-G^2/(2N)]s^2=0$. Since $GM/(2N)=1.029$ eV and the bracket is positive, there is no solution, and the polar well along the normal disappears. With a permittivity of 26 a weakly polar well with $|s_z|=0.14$ would remain, but this narrow margin is misleading. A value near 25 is the total static permittivity of hafnia, and the shift $s$, treated explicitly here, already supplies 13 (in the well) to 18 (at the cubic point) of it. A background of 12 gives $K'=1.51$ eV, far above the limit. If the polarization is taken as fixed at $P_s$, keeping the field below breakdown requires electrodes or other charges to screen at least about 82\% of it. In the model the remaining field also lowers the polarization by about a tenth, which reduces this threshold to about 79\%. Breakdown is the weaker condition. The model cell reverses only near 8 MV/cm, whereas real films switch at about 1 to 2 MV/cm, and staying below that field requires screening of about 91 to 95\%.

The cell edge is close to that of hafnia, and the polarization is of the size calculated for its polar orthorhombic phase. That agreement follows from the chosen charges and shifts and is not a prediction; the polar well of the model is tetragonal, not orthorhombic. Real films are usually polycrystalline and show roughly 10 to $30\ \mu\text{C/cm}^2$. If each grain had one polar axis, the axes were randomly oriented and every grain pointed into the field hemisphere, the average of $\cos\theta$ would be $1/2$, which lowers 48 to about $24\ \mu\text{C/cm}^2$. Nonpolar grains would lower it further. Strain, interfaces and defects can also break the perfect cubic symmetry. A uniform strain alone keeps the inversion centres of fluorite, so the true polarization of the strained symmetric cell stays zero. Strain can still make the polar shift unstable, and a seed is then needed as before. A low-symmetry strain also removes the proper rotations, so only equivariance under inversion would then force a model to return this zero. Interfaces, defects and strain gradients can remove the inversion centres. If such features are included in $S$, an equivariant model may predict a nonzero vector; if they are left out, it must answer for the symmetric crystal it was given. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cell edge a: 0.51 nm; displacement unit: 0.02 nm
Effective charges Hf, O: 5.0, -2.5 e
K indirect, K direct: 0.6, -0.6 eV per cell
B, M, N, G, J: 0.9, 1.8, 2.1, 2.4, 2.0 eV per cell
Proper rotations cubic, tetragonal, polar: [24, 8, 4]
Dimension of fixed vector space, same order: [0, 0, 1]
Random equivariant models: 40
Largest equivariance error: 1.9e-15 (model units)
Largest output, cubic: 1.2e-16 (model units)
Largest output, tetragonal: 7.0e-16 (model units)
Smallest, median output, polar: 9.5e-05, 0.34 (model units)
Smallest, median output, cubic with lab axis: 7.3e-03, 0.84 (model units)
Largest energy slope at cubic: 2.0e-12 (model units/nm)
Models with positive, negative curvature: 22, 18
Largest curvature size: 4e+03 (model units/nm^2)
Largest departure from isotropy: 4.7e-09 (model units/nm^2)
Indirect case, cubic curvature along s, q: 1.20, -3.60 eV
Direct case, cubic curvature along s: -1.20 eV
Tetragonal point, |q|: 0.655; curvature along s: -0.857 eV
Polar well, |s|, |q|: 1.000, 1.000
Energy, tetragonal and polar, from cubic: -0.386, -0.600 eV per cell
|P| relaxed from exact cubic: 0.0 uC/cm2
|P| relaxed from nonpolar seed: 0.0 uC/cm2
Pz from oxygen seeds +1e-6, -1e-6: -48.3, 48.3 uC/cm2
|P| direct case, polar seed only: 27.9 uC/cm2
Random seeds: 200; distinct polarization directions: 6
|Mean P| of the finite sample: 2.80 uC/cm2
|Best single vector|, equal wells: 0.0 uC/cm2
Its rms error: 48.3 uC/cm2
Pz of cubic start in 1.0 MV/cm: 1.61 uC/cm2 (linear 1.61)
Fluorite formal class in lattice units: [-2. -2. -2.]
InP formal class in lattice units: [-0.75 -0.75 -0.75]
Fluorite raw branch, each component: -493 uC/cm2
Thermal energy at 300 K: 0.0259 eV
Reversal barrier via tetragonal: 0.214 eV per cell = 8.3 kT
Single-cell hop time at rough attempt rate 1e+13 1/s: 0.40 ns
Cells in a 5.0 nm cube: 942; coherent barrier: 202 eV
Rms spread of Pz in one cell, classical: 5.9 uC/cm2
Same with zero-point motion: 6.5 uC/cm2
Tunnelling crossover temperature: 53 K
Unscreened depolarizing field, permittivity 25: 21.8 MV/cm
Rough breakdown field: 4.0 MV/cm; ratio: 5.5
\end{verbatim}
